\section*{Peak temperature of a biased metallic filament and its assumptions}

\section*{The problem}

Consider a memristor whose low-resistance state is due to a continuous metallic filament joining two metallic electrodes. The far faces of the electrodes are held at $T_0=300$ K, and the bias between these faces is $V=0.5$ V. Current and heat enter or leave the metal through these two faces only. The state is steady, transport is local and diffusive, and electrons carry all the heat. Thermoelectric terms are neglected.

The potential $\phi$ (electrochemical potential divided by the electron charge) is measured from the middle of the bias, so the faces are at $\phi=\pm V/2$. The electrical conductivity is $\sigma$, the thermal conductivity $\kappa$, and the elementary charge $e>0$.

Where a specific wire is needed, take these round model parameters: resistivity $\rho=1/\sigma=1.0\ \mu\Omega\,$m independent of temperature, radius $r=2.0$ nm, length $\ell=10$ nm. They do not represent a named material. In the wire models of parts (e) to (h) the two faces are placed at the ends of the wire, so the electrical and thermal spreading resistance of the electrodes is neglected.

\section*{Part (a): the Lorenz number}

\textbf{Question.} Show that elastic scattering with a conductivity that varies little with energy near the Fermi level gives $\kappa=L\sigma T$, and find $L$.

\textbf{Answer.} Let electrons of energy $\varepsilon$ carry the particle current $-[\sigma(\varepsilon)/e^2]\,\partial f/\partial x$, where $f$ is the Fermi function with chemical potential $\mu$. Elastic scattering lets each energy be treated separately. If only $T$ varies in space,
\begin{equation}
\frac{\partial f}{\partial x}=\left(-\frac{\partial f}{\partial\varepsilon}\right)\frac{\varepsilon-\mu}{T}\frac{dT}{dx}.
\end{equation}
Each electron carries heat $\varepsilon-\mu$. The heat current is therefore $-\kappa\,dT/dx$ with
\begin{equation}
\kappa=\frac{1}{e^2T}\int\sigma(\varepsilon)(\varepsilon-\mu)^2\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .
\end{equation}
Take $\sigma(\varepsilon)=\sigma$ out of the integral and set $x=(\varepsilon-\mu)/k_BT$:
\begin{equation}
\frac{\kappa}{\sigma T}=\left(\frac{k_B}{e}\right)^2\int_{-\infty}^{\infty}\frac{x^2e^x}{(1+e^x)^2}\,dx .
\end{equation}
The integrand is even. For $x>0$, $e^x/(1+e^x)^2=\sum_{n\ge1}(-1)^{n+1}n\,e^{-nx}$, and $\int_0^\infty x^2e^{-nx}dx=2/n^3$. The integral is thus $4\sum_{n\ge1}(-1)^{n+1}/n^2=4\pi^2/12=\pi^2/3$, and
\begin{equation}
L=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{W\,\Omega\,K^{-2}} .
\end{equation}

\section*{Part (b): the peak temperature}

\textbf{Question.} Find the peak temperature for a filament of arbitrary shape whose conductivity may depend on position and temperature. Evaluate it.

\textbf{Answer.} Charge conservation and the balance of Joule heat and conduction read
\begin{equation}
\nabla\cdot(\sigma\nabla\phi)=0,\qquad \nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=0 .
\end{equation}
Define $u=\tfrac12LT^2+\tfrac12\phi^2$. Since $\kappa=L\sigma T$,
\begin{equation}
\sigma\nabla u=L\sigma T\nabla T+\sigma\phi\nabla\phi=\kappa\nabla T+\phi\,\sigma\nabla\phi .
\end{equation}
Taking the divergence and using both balance laws,
\begin{equation}
\nabla\cdot(\sigma\nabla u)=-\sigma|\nabla\phi|^2+\sigma|\nabla\phi|^2+\phi\,\nabla\cdot(\sigma\nabla\phi)=0 .
\end{equation}
On both faces $u$ has the same value, $u_0=\tfrac12LT_0^2+\tfrac18V^2$. On the sides no charge or heat crosses, so the normal component of $\sigma\nabla u$ is zero. Multiply the last equation by $u-u_0$ and integrate by parts over the metal. The surface term vanishes on the faces because $u=u_0$, and on the sides because there is no flux. What remains is
\begin{equation}
\int\sigma|\nabla u|^2\,d^3r=0 .
\end{equation}
With $\sigma>0$ this forces $u=u_0$ throughout the connected metal:
\begin{equation}
LT^2+\phi^2=LT_0^2+\frac{V^2}{4}.
\label{eq:inv}
\end{equation}
The temperature is highest where $\phi=0$. Such points exist because $\phi$ runs continuously from $-V/2$ to $V/2$. Hence
\begin{equation}
T_{\max}=\sqrt{T_0^2+\frac{V^2}{4L}}
=\sqrt{9.00\times10^4+2.558\times10^6}\ \mathrm{K}\approx1630\ \mathrm{K},
\label{eq:peak}
\end{equation}
or about $1350\,^\circ$C.

The conductivity has dropped out because a better conductor produces more Joule heat at fixed bias and removes it more easily in the same proportion. The hot spot lies where half the bias has been dropped, which need not be the geometric middle.

This independence was tested by solving the two balance laws on a planar grid with an off-centre neck, random local conductivity and $\sigma\propto1/T$. The hottest node was at 1626.7 K, against 1627.4 K from (\ref{eq:peak}). The grid need not have a node at $\phi=0$; by (\ref{eq:inv}), a node at $|\phi|\approx7$ to 8 mV accounts for the difference.

\section*{Part (c): which inputs matter}

\textbf{Question.} How does the ideal peak respond to errors in $L$, in the bias across the metal and in the face temperature?

\textbf{Answer.} Differentiating $T_{\max}^2=T_0^2+V^2/(4L)$ gives
\begin{equation}
\frac{\partial\ln T_{\max}}{\partial\ln V}=\frac{V^2/4L}{T_{\max}^2}\approx0.97,\quad
\frac{\partial\ln T_{\max}}{\partial\ln L}\approx-0.48,\quad
\frac{\partial T_{\max}}{\partial T_0}=\frac{T_0}{T_{\max}}\approx0.18 .
\end{equation}
The bias matters most. If 0.1 V is lost outside the metal, for instance in leads, the remaining 0.4 V gives 1314 K. Raising or lowering $L$ by 20\,\% gives 1491 K or 1813 K. These changes are chosen to show the sensitivity and are not measured departures from the Wiedemann--Franz law. Heating both faces to 600 K raises the peak only to 1708 K, because temperatures enter as squares.

\section*{Part (d): heat carried by the lattice}

\textbf{Question.} Let the lattice share the electron temperature and add a conductivity $\kappa_{\rm ph}=3.0$ W/(m\,K), with $b=\kappa_{\rm ph}\rho$ constant. Find the new peak.

\textbf{Answer.} Now $\kappa=\sigma(LT+b)$. The argument of part (b) works again with $u=\tfrac12LT^2+bT+\tfrac12\phi^2$, because $\sigma\nabla u=\kappa\nabla T+\phi\,\sigma\nabla\phi$ still holds. Equating $u$ at $\phi=0$ to its value on the faces,
\begin{equation}
\frac L2(T_{\max}^2-T_0^2)+b(T_{\max}-T_0)=\frac{V^2}{8}.
\end{equation}
Multiply by $2/L$ and add $(b/L)^2$ to both sides to complete the squares:
\begin{equation}
\left(T_{\max}+\frac bL\right)^2=\left(T_0+\frac bL\right)^2+\frac{V^2}{4L}.
\label{eq:lat}
\end{equation}
Here $b=3.0\times10^{-6}$ V$^2$/K and $b/L=122.8$ K, so
\begin{equation}
T_{\max}=\sqrt{(422.8)^2+2.558\times10^6}\ \mathrm{K}-122.8\ \mathrm{K}\approx1532\ \mathrm{K}.
\end{equation}
The positive root is taken because temperature is positive. For $b\to0$ the ideal result returns. Unlike that result, this one depends on resistivity: the worse the metal conducts electrically, the larger the lattice's share of the heat flow.

\section*{Part (e): heat lost through the side}

\textbf{Question.} Return to purely electronic conduction, with electrons and lattice at one temperature. Let the uniform wire lose heat $g(T-T_0)$ per unit length to an oxide of conductivity $k_{\rm ox}=1.0$ W/(m\,K), whose outer surface at radius $R=10$ nm is at $T_0$. Show that the loss lowers the peak, and examine its dependence on length.

\textbf{Answer.} For radial flow, the heat per unit length $Q=-2\pi r'k_{\rm ox}\,dT/dr'$ is the same at every radius $r'$. Integrating from $r$ to $R$ gives $T-T_0=Q\ln(R/r)/(2\pi k_{\rm ox})$, so
\begin{equation}
g=\frac{2\pi k_{\rm ox}}{\ln(R/r)}=\frac{2\pi(1.0)}{\ln5}\ \mathrm{W/(m\,K)}=3.90\ \mathrm{W/(m\,K)} .
\end{equation}
Let $A=\pi r^2=12.57$ nm$^2$ and $s=x/\ell$. The field is $V/\ell$, and the balance per unit length is
\begin{equation}
\frac{A}{\ell^2}\frac{d}{ds}\left(\frac{LT}{\rho}\frac{dT}{ds}\right)+\frac{AV^2}{\rho\ell^2}-g(T-T_0)=0 .
\end{equation}
Use $T\,dT/ds=\tfrac12\,d(T^2)/ds$ and multiply by $2\rho\ell^2/(LA)$:
\begin{equation}
(T^2)''=-\frac{2V^2}{L}+\frac{2\eta}{L}(T-T_0),\qquad \eta=\frac{\rho g\ell^2}{A}.
\label{eq:leak}
\end{equation}
To obtain the midpoint value, let $m(s)=\min(s,1-s)$, which vanishes at both ends and has slope $+1$, then $-1$. For any $w$ with $w(0)=w(1)=w_0$, integration by parts gives
\begin{equation}
\int_0^1m\,w''\,ds=-\int_0^{1/2}w'\,ds+\int_{1/2}^1w'\,ds=2w_0-2w(\tfrac12).
\label{eq:mid}
\end{equation}
Set $w=T^2$, insert (\ref{eq:leak}) and use $\int_0^1m\,ds=\tfrac14$:
\begin{equation}
T_{\rm mid}^2=T_0^2+\frac{V^2}{4L}-\frac{\eta}{L}\int_0^1m(s)\,(T-T_0)\,ds .
\end{equation}
The wire is nowhere colder than $T_0$: at an interior minimum with $T<T_0$, the left side of (\ref{eq:leak}) would be non-negative and the right side negative. The integral is therefore positive, and the loss lowers the midpoint temperature.

The midpoint is also the peak. At a maximum $(T^2)''\le0$, so (\ref{eq:leak}) gives $T-T_0\le V^2/\eta$ everywhere. The curve $T^2(s)$ is then concave, and for the symmetric profile its maximum is at the centre.

Numerical solution gives 1518 K for $\ell=10$ nm, where $\eta=3.1\times10^{-5}$ V$^2$/K. Tripling the length multiplies $\eta$ by nine, and the peak drops to 967 K. The ceiling for the longer wire is
\begin{equation}
T_0+\frac{V^2}{\eta}=300\ \mathrm{K}+\frac{0.25}{2.80\times10^{-4}}\ \mathrm{K}\approx1190\ \mathrm{K},
\end{equation}
already well below the ideal peak. Independence of length is thus lost once side loss competes with conduction to the electrodes. The coaxial formula is itself a rough estimate for the shorter wire: its length equals $R$, so heat in the oxide can also flow towards the electrodes. It also assumes perfect thermal contact between metal and oxide. A boundary conductance $h=10^8$ W/(m$^2$\,K) would add $2\pi rh=1.26$ W/(m\,K) in series, lower $g$ to about 0.95 W/(m\,K), and leave the 30 nm wire near 1400 K.

\section*{Part (f): whose temperature is it?}

\textbf{Question.} Joule heat is given to the electrons, which pass $G(T_e-T_l)$ per unit volume to the lattice, with $G=1.0\times10^{17}$ W/(m$^3$\,K). Both systems are at $T_0$ at the ends of the wire, and there is no side loss. With $\kappa_{\rm ph}$ from part (d), what are the midpoint temperatures?

\textbf{Answer.} Multiplying each volume balance by $\rho\ell^2$ gives, with $\gamma=\rho G\ell^2$,
\begin{align}
\left(\tfrac12LT_e^2\right)''&=-V^2+\gamma(T_e-T_l),\\
bT_l''&=-\gamma(T_e-T_l).
\label{eq:tl}
\end{align}
The exchange terms cancel in the sum. Applying (\ref{eq:mid}) to $w=\tfrac12LT_e^2+bT_l$, for which $w''=-V^2$, gives at the midpoint
\begin{equation}
\tfrac12LT_e^2+bT_l=\tfrac12LT_0^2+bT_0+\tfrac18V^2 .
\label{eq:sum}
\end{equation}
This holds for any $G$, but one relation cannot fix two temperatures. Numerical solution of the pair gives
\begin{equation}
T_e\approx1600\ \mathrm{K},\qquad T_l\approx658\ \mathrm{K}.
\end{equation}
As a check on (\ref{eq:sum}), the left side is $0.03127+0.00197=0.03324$ V$^2$ and the right side $0.00110+0.00090+0.03125=0.03325$ V$^2$, equal within rounding.

The electrons stay hot because they reach the electrodes before giving up much of their energy. Balancing $\kappa\,T_e/\Lambda^2$ against $GT_e$ defines an exchange length $\Lambda=\sqrt{\kappa/G}$. At the ideal peak $\kappa=LT_{\max}/\rho=39.8$ W/(m\,K), so $\Lambda=19.9$ nm, twice the wire length.

The lattice rise can also be estimated. If $T_e-T_l$ were uniform, (\ref{eq:mid}) applied to (\ref{eq:tl}) would give a midpoint rise of $\gamma/(8b)=1.0\times10^{-5}/(2.4\times10^{-5})\approx0.42$ times that difference. The solution has $358/942\approx0.38$; it is smaller because the difference vanishes at the ends.

For $G\to0$ the lattice stays at $T_0$ and the electrons recover (\ref{eq:peak}). For strong coupling the two temperatures merge and (\ref{eq:sum}) becomes the result of part (d). With $G$ raised a thousandfold, the computed values are 1532 K and 1530 K.

\section*{Part (g): diffusive transport and steady state}

\textbf{Question.} For a Fermi wavenumber $k_F=12$ nm$^{-1}$ and heat capacity $C=3.0$ MJ/(m$^3$\,K), check these two assumptions.

\textbf{Answer.} In a free-electron metal $\sigma=ne^2\tau/m_e$, $n=k_F^3/(3\pi^2)$, and the mean free path is $\lambda=\hbar k_F\tau/m_e$. Eliminating $\tau$ and $n$,
\begin{equation}
\sigma=\frac{e^2k_F^2\lambda}{3\pi^2\hbar}\quad\Longrightarrow\quad
\lambda=\frac{3\pi^2\hbar}{e^2k_F^2\rho}=0.84\ \mathrm{nm}.
\end{equation}
This is well below the length and less than half the radius, so diffusive motion is a reasonable description here. At the same $k_F$, a tenfold lower resistivity would give $\lambda\approx8$ nm, and a local conductivity would no longer be justified in a 10 nm wire. A short $\lambda$ shows that momentum is randomized. It does not show that electrons exchange enough energy among themselves to have a local temperature; that remains an assumption.

For a single temperature and constant $\kappa$, a disturbance obeys $C\,\partial_tT=\kappa\,\partial_x^2T$. With fixed end temperatures its slowest mode is $\sin(\pi x/\ell)$, which decays in the time
\begin{equation}
t_1=\frac{C\ell^2}{\pi^2\kappa}=\frac{(3.0\times10^6)(10^{-16})}{\pi^2(7.33)}\ \mathrm{s}\approx4.1\ \mathrm{ps},
\end{equation}
where $\kappa=LT_0/\rho=7.33$ W/(m\,K) is the electronic value at 300 K. If the lattice must cool through its own 3.0 W/(m\,K), the time is about 10 ps. A nanosecond pulse is long on either scale. The warming of the surrounding oxide is not included in this estimate.

\section*{Part (h): judging the estimate}

\textbf{Question.} The wire carries $V/R_{\rm w}$ with $R_{\rm w}=\rho\ell/A$. Find its current and power. Copper melts at roughly 1400 K; does the 0.5 V estimate imply that a copper filament melts?

\textbf{Answer.} The resistance is $R_{\rm w}=10^{-14}/(1.257\times10^{-17})\ \Omega=796\ \Omega$, so the current is 628 $\mu$A and the power 314 $\mu$W. Neither number enters (\ref{eq:peak}): a wire of twice the area would carry twice the current and reach the same ideal peak.

Solving (\ref{eq:peak}) for the bias that gives a 1400 K peak,
\begin{equation}
V=2\sqrt{L(T_{\max}^2-T_0^2)}=0.427\ \mathrm{V}.
\end{equation}
If the lattice followed the electrons, with the full bias across the metal and negligible side loss and lattice conduction, 0.5 V would therefore exceed the melting threshold. A fixed solid shape could then not be taken for granted, and atomic motion might end the steady state on which the derivation rests.

The ideal formula alone does not establish melting. With the model parameters of part (f), the electrons are at 1600 K but the lattice, whose temperature governs melting, is at 658 K. This lattice value is sensitive to the chosen inputs. It rises to about 1010 K for $\kappa_{\rm ph}=1$ W/(m\,K), and to about 1340 K if $G$ is also tripled. It rises as well if the lattice at the wire ends is warmed by spreading resistance in the electrodes. Nor is the model wire copper: its resistivity is some sixty times that of bulk copper, and a copper filament of this size may have a mean free path of several nanometres, where by part (g) a local conductivity is not justified. Side loss can also bring the peak below 1400 K with a single temperature, as the 30 nm wire shows for perfect contact with the oxide. Side loss was computed separately from lattice conduction and from the temperature difference between electrons and lattice. The shifts should not simply be added, because each effect changes the temperature profile on which the others act.

The value 1630 K is thus a sound estimate of the peak electron temperature under the stated ideal conditions. Reading it as an atomic temperature requires, in addition, that the lattice follow the electrons and that lattice conduction and side loss stay small. For the parameters used here, a longer wire does not meet these demands if the oxide cools the lattice. In the steady state the lattice receives $GA(T_e-T_l)$ per unit length from the electrons. Summed along the wire, this must cover at least the side loss $g(T_l-T_0)$. Averaged over the length, $T_e-T_l$ is therefore at least $g/(GA)=3.1$ times $T_l-T_0$, so the lattice stays much closer to the face temperature than the electrons do. The single temperature assumed in part (e) is then not reached: with this $G$ and $\kappa_{\rm ph}$ the 30 nm wire has $T_e\approx1400$ K and $T_l\approx560$ K at its midpoint. The bound scales with $g$, and the boundary conductance considered in part (e) would lower it to about 0.76.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Face temperature: 300 K
Bias: 0.50 V
Lorenz number: 2.4430e-08 W ohm/K^2
V^2/(4L): 2.5583e+06 K^2
Ideal peak temperature: 1627.4 K
Ideal peak temperature: 1354 deg C
Hottest node of irregular neck: 1626.7 K
Peak with L raised 20 percent: 1491 K
Peak with L lowered 20 percent: 1813 K
Peak with 0.4 V across the metal: 1314 K
Peak with faces at 600 K: 1708 K
Bias for a 1400 K peak: 0.427 V
Resistivity: 1.0 microohm m
Filament radius: 2.0 nm
Filament length: 10.0 nm
Filament area: 12.57 nm^2
Filament resistance: 796 ohm
Current: 628 microampere
Power: 314 microwatt
Lattice conductivity: 3.0 W/(m K)
b/L for lattice conduction: 122.8 K
Peak with lattice conduction: 1532 K
Oxide conductivity: 1.0 W/(m K)
Oxide outer radius: 10 nm
Side loss coefficient g: 3.90 W/(m K)
eta at length 10 nm: 3.107e-05 V^2/K
Peak with side loss, length 10 nm: 1518 K
eta at length 30 nm: 2.796e-04 V^2/K
Peak with side loss, length 30 nm: 967 K
Electron-lattice coupling G: 1.0e+17 W/(m^3 K)
Electron conductivity at ideal peak: 39.8 W/(m K)
Electron-lattice exchange length: 19.9 nm
Two-temperature model, electron midpoint: 1600 K
Two-temperature model, lattice midpoint: 658 K
Strong coupling (1000 G), electron midpoint: 1532 K
Strong coupling (1000 G), lattice midpoint: 1530 K
Fermi wavenumber: 12.0 nm^-1
Mean free path: 0.84 nm
Heat capacity: 3.0 MJ/(m^3 K)
Electron conductivity at 300 K: 7.33 W/(m K)
Slowest thermal time: 4.1 ps
\end{verbatim}
